# Depth-Resolved Trap Density from Two Slightly Different Filling Pulses: a program that tests the result

```python
"""Depth profile of traps from two filling pulses of slightly different height.

Result under test, for an n-type silicon MOS capacitor in deep depletion:
    N_T(xbar) = N Z^2 S / (zbar Dx g)
N    : free-electron density of neutral silicon with its traps full
Z    : eps_s / C at rest bias = depletion width + d
d    : silicon-equivalent oxide thickness, t_ox eps_s / eps_ox
S    : difference of the two capacitance transients, between t1 and t2, over C
Dx   : difference of the depletion edges during the two pulses
zbar : mean pulse edge + d - lambda = lever arm of the filled slice
lambda : mean lag of the trap-filling front behind the depletion edge
g    : exp(-e t1) - exp(-e t2), with e the emission rate
Lengths are in nm, densities in cm^-3, voltages in V, times in s.
The simulation solves Poisson's equation with free carriers and trap kinetics;
it uses neither the depletion approximation nor the formula under test.
"""
import numpy as np
import scipy.constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

q = sc.e
eps_s, eps_ox = 11.7 * sc.epsilon_0, 3.9 * sc.epsilon_0
N_D = 1e15
t_ox = 50.0
d = t_ox * eps_s / eps_ox
E_trap, sigma_n = 0.42, 1e-15          # eV below conduction band, cm^2
t_pulse, t1, t2 = 1e-4, 5e-3, 25e-3
U_rest, dU = 5.0, 0.1
peak_density, peak_depth, peak_width = 1e13, 1000.0, 600.0


def true_traps(depth):
    return peak_density * np.exp(-((depth - peak_depth) / peak_width) ** 2)


def band_density(mass, T):
    return 2e-6 * (2 * np.pi * mass * sc.m_e * sc.k * T / sc.h**2) ** 1.5


def capture_coefficient(T):
    return sigma_n * 100 * np.sqrt(3 * sc.k * T / (0.28 * sc.m_e))


def emission_rate(T):
    return (capture_coefficient(T) * band_density(1.08, T)
            * np.exp(-E_trap * q / (sc.k * T)))


# ---- Test: edge balance in graded doping, slices at three depths
def depletion_edge(doping, target, trapped_moment=0.0):
    def balance(w):
        moment = quad(lambda s: (s + d) * doping(s), 0, w)[0]
        return moment - trapped_moment - target
    return brentq(balance, 100, 6000, xtol=1e-10)


def graded(s):
    return 1 + 3e-4 * s


w0 = depletion_edge(graded, 3e6)
for start in (200.0, 700.0, 1300.0):
    moment = quad(lambda s: 0.002 * (s + d), start, start + 50)[0]
    w1 = depletion_edge(graded, 3e6, moment)
    relative_change = (w0 + d) / (w1 + d) - 1
    predicted = -0.002 * 50 * (start + 25 + d) / (graded(w0) * (w0 + d) ** 2)
    assert abs(relative_change / predicted - 1) < 1e-3

# ---- Test: for uniform doping Z^2 is linear even with heavy trapping
wa = depletion_edge(lambda s: 1.0, 3e6)
heavy = quad(lambda s: 0.3 * (s + d), 500, 1000)[0]
wb = depletion_edge(lambda s: 1.0, 3e6, heavy)
shift = (wb + d) ** 2 - (wa + d) ** 2
assert abs(shift / (2 * 0.3 * 500 * (750 + d)) - 1) < 1e-8

# ---- Test: two-time sampling factor at its maximum over emission rate
ratio = t2 / t1
search = minimize_scalar(lambda r: np.exp(-r * t2) - np.exp(-r * t1),
                         bounds=(1, 1000), method="bounded",
                         options={"xatol": 1e-8})
e_peak = np.log(ratio) / (t2 - t1)
g = (ratio - 1) * ratio ** (-ratio / (ratio - 1))
assert abs(-search.fun / g - 1) < 1e-8
assert abs(search.x / e_peak - 1) < 1e-4

# ---- Conditions at the temperature of the signal peak
T = brentq(lambda temp: emission_rate(temp) - e_peak, 150, 320)
VT = sc.k * T / q
c = capture_coefficient(T)
e = emission_rate(T)
debye = 1e9 * np.sqrt(eps_s * VT / (q * N_D * 1e6))

# ---- Simulation: finite-volume Poisson equation, u = band bending / VT
x = np.linspace(0, 4000, 2001)
h = x[1] - x[0]
volume = np.full(x.size, h)
volume[[0, -1]] = h / 2
diagonal = np.full(x.size, 2 / h)
diagonal[0], diagonal[-1] = 1 / h + 1 / d, 1 / h
traps = true_traps(x) / N_D


def linear_solve(n, rhs):
    bands = np.zeros((3, x.size))
    bands[0, 1:] = bands[2, :-1] = -1 / h
    bands[1] = diagonal + volume * n / debye**2
    return solve_banded((1, 1), bands, rhs)


def electrostatics(U, filled):
    """Return electron density over N_D and Z = eps_s/C with frozen traps."""
    drop = U / VT
    guess = np.sqrt(d**2 + 2 * debye**2 * (drop - 1)) - d
    u = np.where(x < guess, ((guess - x) / debye) ** 2 / 2, 0.0)
    for _ in range(100):
        n = np.exp(-u)
        residual = diagonal * u
        residual[1:] -= u[:-1] / h
        residual[:-1] -= u[1:] / h
        residual[0] -= drop / d
        residual += volume * (1 - n - traps * filled) / debye**2
        step = linear_solve(n, -residual)
        u = np.maximum(u + step, -1.0)
        if np.max(np.abs(step)) < 1e-7:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    n = np.exp(-u)
    rhs = np.zeros(x.size)
    rhs[0] = 1 / d
    response = linear_solve(n, rhs)
    return n, d / (1 - response[0])


def run_bias(U, filled, times):
    """Capture and emission at fixed bias through the given times."""
    for dt in np.diff(times):
        n, _ = electrostatics(U, filled)
        rate = c * N_D * n + e
        final = c * N_D * n / rate
        filled = final + (filled - final) * np.exp(-rate * dt)
    return filled


f_rest = (x > 1800).astype(float)
for _ in range(40):
    n_rest, Z_rest = electrostatics(U_rest, traps * 0 + f_rest)
    f_new = c * N_D * n_rest / (c * N_D * n_rest + e)
    change = np.max(np.abs(f_new - f_rest))
    f_rest = f_new
assert change < 1e-6


def transient(U_pulse):
    pulse_times = np.r_[0, np.geomspace(1e-3 * t_pulse, t_pulse, 10)]
    f_pulse = run_bias(U_pulse, f_rest, pulse_times)
    n_pulse, Z_pulse = electrostatics(U_pulse, f_pulse)
    f_1 = run_bias(U_rest, f_pulse, np.linspace(0, t1, 9))
    f_2 = run_bias(U_rest, f_1, np.linspace(t1, t2, 17))
    return dict(f=f_pulse, Z=Z_pulse, surface=n_pulse[0] * N_D,
                Z1=electrostatics(U_rest, f_1)[1],
                Z2=electrostatics(U_rest, f_2)[1])


# ---- Filling-front lag and width from the analytic free-carrier tail
lag_square = 2 * debye**2 * (np.log(c * N_D * t_pulse) + np.euler_gamma - 1)
front_width = np.pi / np.sqrt(6) * debye**2 / np.sqrt(lag_square)
lag = np.sqrt(lag_square - front_width**2)


def invert(U_A):
    A, B = transient(U_A), transient(U_A + dU)
    Dx, z_edge = B["Z"] - A["Z"], (A["Z"] + B["Z"]) / 2
    zbar = z_edge - lag
    S = Z_rest * (1 / B["Z1"] - 1 / A["Z1"] - 1 / B["Z2"] + 1 / A["Z2"])
    density = N_D * Z_rest**2 * S / (zbar * Dx * g)
    return dict(A=A, B=B, Dx=Dx, z_edge=z_edge, zbar=zbar,
                xbar=zbar - d, S=S, N_T=density)


# ---- Test: hidden trap profile is recovered; 5 % allows for slice width,
# trap charge of order N_T/N, and the approximate front position
pulse_drops = (1.0, 1.3, 1.6, 2.0, 2.5, 3.0)
profile = [invert(U) for U in pulse_drops]
for point in profile:
    assert abs(point["N_T"] / true_traps(point["xbar"]) - 1) < 0.05
main = profile[2]
A, B = main["A"], main["B"]
xbar, zbar, Dx = main["xbar"], main["zbar"], main["Dx"]
truth = true_traps(xbar)

# ---- Test: area, centroid and width of the slice filled only by pulse A
window = A["f"] - B["f"]
area = np.sum(volume * window)
centroid = np.sum(volume * window * x) / area
variance = np.sum(volume * window * (x - centroid) ** 2) / area
simulated_width = np.sqrt(variance - Dx**2 / 12)
assert abs(area / Dx - 1) < 0.03
assert abs(centroid - xbar) < 8
assert abs(simulated_width / front_width - 1) < 0.12

# ---- Test: voltage form of the slice thickness, and wrong weights must fail
Dx_voltage = 1e18 * eps_s * dU / (q * N_D * 1e6) / main["z_edge"]
assert abs(Dx_voltage / Dx - 1) < 0.03
N_T_voltage = main["N_T"] * Dx / Dx_voltage
no_lag = main["N_T"] * zbar / main["z_edge"]
no_oxide = main["N_T"] * zbar / xbar
assert abs(no_lag / truth - 1) > 0.1 and abs(no_oxide / truth - 1) > 0.1

# ---- Sizes of neglected effects
W = Z_rest - d


def field(depth):                       # V/m at rest bias
    return q * N_D * 1e6 * (W - depth) * 1e-9 / eps_s


def tunnel_factor(depth, temp, mass=0.19):
    """Semiclassical phonon-assisted tunnelling from a neutral centre."""
    kT = sc.k * temp
    a = (4 / 3 * np.sqrt(2 * mass * sc.m_e) * kT**1.5
         / (q * sc.hbar * field(depth)))
    return 1 + quad(lambda s: np.exp(s - a * s**1.5), 0, E_trap * q / kT)[0]


boost = tunnel_factor(xbar, T)
boost_spread = (tunnel_factor(xbar - Dx / 2, T)
                - tunnel_factor(xbar + Dx / 2, T)) / boost
T_shifted = brentq(lambda s: emission_rate(s) * tunnel_factor(xbar, s)
                   - e_peak, 150, 320)
g_untuned = np.exp(-e * boost * t1) - np.exp(-e * boost * t2)
ionization = quad(lambda s: 7.0e5 * np.exp(-1.23e6 / (field(s) / 100))
                  * 1e-7, 0, 0.95 * W)[0]
oxide_field = field(0) * eps_s / eps_ox
tunnel_exponent = (4 * np.sqrt(2 * 0.42 * sc.m_e) * (3.1 * q) ** 1.5
                   / (3 * sc.hbar * q * oxide_field))
Nc, Nv, gap, tau_g = band_density(1.08, T), band_density(0.8, T), 1.14, 1e-4
n_i = np.sqrt(Nc * Nv) * np.exp(-gap / (2 * VT))
hole_rate = n_i * W * 1e-7 / tau_g
hole_ratio = hole_rate * t2 / (truth * Dx * 1e-7)
hole_time = 0.01 * N_D * W * 1e-7 / hole_rate
hole_emission = c * Nv * np.exp(-(gap - E_trap) / VT) / e
surface_capture = c * profile[0]["A"]["surface"] * t_pulse
freeze = 2 * N_D / Nc * np.exp(0.045 / VT)
C_rest = eps_s / (Z_rest * 1e-9) * 1e5   # nF/cm^2
single = Z_rest * (1 / A["Z2"] - 1 / A["Z1"])

print(f"donor density N_D = {N_D:.1e} cm^-3")
print(f"oxide thickness = {t_ox:.0f} nm, equivalent d = {d:.0f} nm")
print(f"trap depth = {E_trap} eV, capture section = {sigma_n:.0e} cm^2")
print(f"true profile peak = {peak_density:.1e} cm^-3 at {peak_depth:.0f} nm")
print(f"true profile 1/e half-width = {peak_width:.0f} nm")
print(f"pulse length = {t_pulse*1e6:.0f} us")
print(f"t1 = {t1*1e3:.0f} ms, t2 = {t2*1e3:.0f} ms")
print(f"peak temperature = {T:.1f} K, thermal voltage = {VT*1e3:.2f} mV")
print(f"emission rate = {e:.2f} s^-1, sampling factor g = {g:.4f}")
print(f"capture coefficient = {c:.3e} cm^3/s")
print(f"Debye length = {debye:.1f} nm")
print(f"front lag lambda = {lag:.1f} nm")
print(f"front rms width: formula {front_width:.1f} nm")
print(f"front rms width: simulation {simulated_width:.1f} nm")
print(f"rest drop = {U_rest:.1f} V, Z = {Z_rest:.1f} nm, W = {W:.1f} nm")
print(f"rest capacitance = {C_rest:.3f} nF/cm^2")
print(f"pulse drops A, B = {pulse_drops[2]:.1f}, {pulse_drops[2]+dU:.1f} V")
print(f"pulse z_A, z_B = {A['Z']:.2f}, {B['Z']:.2f} nm")
print(f"slice Dx = {Dx:.2f} nm, simulated area = {area:.2f} nm")
print(f"Dx from voltage step = {Dx_voltage:.2f} nm")
print(f"lever arm zbar = {zbar:.1f} nm, depth xbar = {xbar:.1f} nm")
print(f"simulated slice centroid = {centroid:.1f} nm")
print(f"single-pulse signal A = {single:.3e} (relative)")
print(f"difference signal S = {main['S']:.3e} (relative)")
print(f"difference signal = {main['S']*C_rest*1e6:.1f} fF/cm^2")
print(f"recovered N_T = {main['N_T']:.3e} cm^-3")
print(f"true N_T = {truth:.3e} cm^-3")
print(f"N_T by voltage form = {N_T_voltage:.3e} cm^-3")
print(f"N_T if lambda left out of weight = {no_lag:.3e} cm^-3")
print(f"N_T if oxide left out of weight = {no_oxide:.3e} cm^-3")
print("profile: drop A (V), depth (nm), recovered, true (cm^-3)")
for U, p in zip(pulse_drops, profile):
    print(f"  {U:.1f}  {p['xbar']:7.1f}  {p['N_T']:.3e}"
          f"  {true_traps(p['xbar']):.3e}")
print(f"field at slice = {field(xbar)*1e-8:.4f} MV/cm")
print(f"field-enhanced emission factor = {boost:.2f}")
print(f"its variation across slice = {100*boost_spread:.1f} %")
print(f"peak temperature with it = {T_shifted:.1f} K")
print(f"signal change if T not retuned = {100*(g_untuned/g-1):.1f} %")
print(f"largest silicon field = {field(0)*1e-8:.4f} MV/cm")
print(f"avalanche integral = {ionization:.1e}")
print(f"oxide field = {oxide_field*1e-8:.3f} MV/cm")
print(f"oxide tunnelling exponent = {tunnel_exponent:.0f}")
print(f"generated holes by t2 / slice traps = {hole_ratio:.1e}")
print(f"time for holes to reach 1 % of charge = {hole_time:.0f} s")
print(f"trap hole/electron emission ratio = {hole_emission:.1e}")
print(f"interface capture probability = {surface_capture:.1e}")
print(f"un-ionized donor fraction, neutral bulk = {freeze:.1e}")
print(f"degeneracy measure N_D/N_c = {N_D/Nc:.1e}")
print("no test failed")
```

Printed output:

```
donor density N_D = 1.0e+15 cm^-3
oxide thickness = 50 nm, equivalent d = 150 nm
trap depth = 0.42 eV, capture section = 1e-15 cm^2
true profile peak = 1.0e+13 cm^-3 at 1000 nm
true profile 1/e half-width = 600 nm
pulse length = 100 us
t1 = 5 ms, t2 = 25 ms
peak temperature = 220.1 K, thermal voltage = 18.96 mV
emission rate = 80.47 s^-1, sampling factor g = 0.5350
capture coefficient = 1.890e-08 cm^3/s
Debye length = 110.7 nm
front lag lambda = 416.2 nm
front rms width: formula 37.6 nm
front rms width: simulation 36.9 nm
rest drop = 5.0 V, Z = 2542.6 nm, W = 2392.6 nm
rest capacitance = 4.074 nF/cm^2
pulse drops A, B = 1.6, 1.7 V
pulse z_A, z_B = 1440.86, 1485.08 nm
slice Dx = 44.22 nm, simulated area = 44.28 nm
Dx from voltage step = 44.20 nm
lever arm zbar = 1046.8 nm, depth xbar = 896.8 nm
simulated slice centroid = 895.1 nm
single-pulse signal A = 7.231e-04 (relative)
difference signal S = 3.692e-05 (relative)
difference signal = 150.4 fF/cm^2
recovered N_T = 9.638e+12 cm^-3
true N_T = 9.708e+12 cm^-3
N_T by voltage form = 9.643e+12 cm^-3
N_T if lambda left out of weight = 6.896e+12 cm^-3
N_T if oxide left out of weight = 1.125e+13 cm^-3
profile: drop A (V), depth (nm), recovered, true (cm^-3)
  1.0    600.8  6.380e+12  6.423e+12
  1.3    757.3  8.422e+12  8.490e+12
  1.6    896.8  9.638e+12  9.708e+12
  2.0   1063.9  9.836e+12  9.887e+12
  2.5   1251.0  8.373e+12  8.395e+12
  3.0   1420.4  6.118e+12  6.121e+12
field at slice = 0.0231 MV/cm
field-enhanced emission factor = 1.56
its variation across slice = 1.0 %
peak temperature with it = 216.0 K
signal change if T not retuned = -8.3 %
largest silicon field = 0.0370 MV/cm
avalanche integral = 1.7e-14
oxide field = 0.111 MV/cm
oxide tunnelling exponent = 2177
generated holes by t2 / slice traps = 1.7e-03
time for holes to reach 1 % of charge = 802 s
trap hole/electron emission ratio = 8.6e-08
interface capture probability = 4.1e-15
un-ionized donor fraction, neutral bulk = 1.2e-03
degeneracy measure N_D/N_c = 5.7e-05
no test failed
```
